# The Lorentz Oscillator: Anomalous Dispersion and the Threshold for Negative Permittivity

## What dimensions and symmetry fix

A medium contains \(N\) bound electrons per unit volume, each with charge \(-e\) and mass \(m\). Each is held by a linear restoring force with resonance frequency \(\omega_0>0\), and its motion is damped at a rate \(\gamma>0\). A field \(E(t)=\mathrm{Re}[E_0e^{-i\omega t}]\) drives them. The relative dielectric function \(\varepsilon=\varepsilon_1+i\varepsilon_2\) is wanted, and in particular the behaviour of its real part.

The charge and mass enter the motion only through the acceleration \(-eE/m\). In a linear problem the displacement is proportional to this acceleration, and the factor of proportionality must be a time squared. The available frequencies are \(\omega_0,\gamma,\omega\), so the displacement amplitude is \(-(eE_0/m)F/\omega_0^2\), with \(F\) a dimensionless function of \(\omega/\omega_0\) and \(\gamma/\omega_0\). The polarization is \(-Ne\) times the displacement. Dividing it by \(\varepsilon_0E_0\) gives the electrons' contribution to \(\varepsilon\):

\[
\chi(\omega)=\frac{\omega_p^2}{\omega_0^2}\,F\!\left(\frac{\omega}{\omega_0},\frac{\gamma}{\omega_0}\right),\qquad \omega_p^2=\frac{Ne^2}{\varepsilon_0 m}.
\]

The density appears only in the prefactor. The frequencies at which \(\varepsilon_1\) has its extrema therefore cannot depend on \(N\). If a constant background \(\varepsilon_b>0\) is added, and if \(\mathrm{Re}\,F\) reaches negative values, \(\varepsilon_1\) turns negative when

\[
\frac{\omega_p^2}{\omega_0^2}>\varepsilon_b\,G\!\left(\frac{\gamma}{\omega_0}\right),
\]

where \(-1/G\) is the lowest value of \(\mathrm{Re}\,F\). What remains is to find \(F\) and \(G\).

There is also a symmetry. A real field produces a real polarization, so \(\varepsilon(-\omega)=\varepsilon(\omega)^*\) for real \(\omega\). Hence \(\varepsilon_1\) is even in \(\omega\), which suggests using \(\omega^2\) as the variable.

## First derivation: steady oscillation and calculus

### The dielectric function

Assume that the field is uniform over an electron's excursion, that the magnetic force is negligible, and that the field acting on each electron is the macroscopic field \(E\). Newton's law, divided by \(m\), is

\[
\ddot x+\gamma\dot x+\omega_0^2x=-\frac{e}{m}E(t).
\]

Because \(\gamma>0\), free oscillations die out and the motion settles to \(x=\mathrm{Re}[Xe^{-i\omega t}]\). Each time derivative multiplies the complex amplitude by \(-i\omega\), so \(\ddot x\) gives \(-\omega^2X\) and \(\gamma\dot x\) gives \(-i\gamma\omega X\). Thus

\[
X=-\frac{eE_0/m}{\omega_0^2-\omega^2-i\gamma\omega}.
\]

The polarization amplitude is \(P_0=-NeX\), in which the two minus signs cancel. Other resonances, at much higher frequencies, are represented by the real constant \(\varepsilon_b\). The displacement field is then \(\varepsilon_0\varepsilon_bE_0+P_0=\varepsilon_0\varepsilon E_0\), and

\[
\boxed{\;\varepsilon(\omega)=\varepsilon_b+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega}\;}
\]

If the resonance carries an oscillator strength \(f\), then \(N\) is replaced by \(Nf\) throughout.

To separate the parts, set \(u=\omega_0^2-\omega^2\) and multiply numerator and denominator by \(u+i\gamma\omega\):

\[
\varepsilon_1=\varepsilon_b+\omega_p^2\frac{u}{D},\qquad
\varepsilon_2=\omega_p^2\frac{\gamma\omega}{D},\qquad
D=u^2+\gamma^2\omega^2 .
\]

The sign of \(\varepsilon_2\) can be checked against energy. The current density is \(\dot P\), so the mean power delivered per unit volume is \(\tfrac12\mathrm{Re}(-i\omega P_0E_0^*)=\tfrac12\omega\,\mathrm{Im}(P_0E_0^*)=\tfrac12\varepsilon_0\omega\varepsilon_2|E_0|^2\). This is positive for \(\omega>0\), as it must be for a passive medium.

### The extrema

Since \(\omega^2=\omega_0^2-u\), the denominator is \(D=u^2+\gamma^2\omega_0^2-\gamma^2u\), with \(dD/du=2u-\gamma^2\). The quotient rule gives

\[
\frac{d}{du}\frac uD=\frac{D-u(2u-\gamma^2)}{D^2}
=\frac{\gamma^2\omega_0^2-u^2}{D^2},
\]

because the two terms \(\mp\gamma^2u\) cancel. With \(du/d\omega=-2\omega\),

\[
\frac{d\varepsilon_1}{d\omega}=-2\omega\,\omega_p^2\,\frac{\gamma^2\omega_0^2-u^2}{D^2}.
\]

For \(\omega>0\) the slope is negative when \(|u|<\gamma\omega_0\), that is, when

\[
\omega_0(\omega_0-\gamma)<\omega^2<\omega_0(\omega_0+\gamma).
\]

This is the region of anomalous dispersion, defined here by \(d\varepsilon_1/d\omega<0\). Its edges are

\[
\boxed{\;\omega_\mp=\sqrt{\omega_0(\omega_0\mp\gamma)}\;}
\]

For \(\gamma<\omega_0\), \(\varepsilon_1\) rises from \(\omega=0\) to a maximum at \(\omega_-\), falls to a minimum at \(\omega_+\), and then rises towards \(\varepsilon_b\). For \(\gamma\ge\omega_0\) there is no maximum at a positive frequency: \(\varepsilon_1\) falls from \(\omega=0\) to \(\omega_+\). The minimum survives for any damping.

The width of the region follows from \(\omega_+^2-\omega_-^2=2\gamma\omega_0\). With \(y=\gamma/\omega_0<1\), the expansion \(\sqrt{1\pm y}=1\pm y/2-y^2/8\pm y^3/16+\dots\) gives

\[
\omega_+-\omega_-=\omega_0\left(y+\frac{y^3}{8}+\dots\right)=\gamma\left(1+\frac{\gamma^2}{8\omega_0^2}+\dots\right).
\]

At weak damping the width of the falling region of \(\varepsilon_1\) measures \(\gamma\) directly, whatever the density. The falling region of the refractive index does so only for weak oscillators, as shown below.

### The extreme values and the threshold

At \(\omega_+\), \(u=-\gamma\omega_0\) and

\[
D=\gamma^2\omega_0^2+\gamma^2\omega_0(\omega_0+\gamma)=\gamma^2\omega_0(2\omega_0+\gamma).
\]

At \(\omega_-\), \(u=+\gamma\omega_0\) and \(\gamma\) changes sign inside the last bracket. Therefore

\[
\varepsilon_1(\omega_+)=\varepsilon_b-\frac{\omega_p^2}{\gamma(2\omega_0+\gamma)},\qquad
\varepsilon_1(\omega_-)=\varepsilon_b+\frac{\omega_p^2}{\gamma(2\omega_0-\gamma)},
\]

the second for \(\gamma<\omega_0\). The value at \(\omega_+\) is the lowest at any frequency: \(\varepsilon_1\) falls towards \(\omega_+\) from \(\omega_-\) (or from zero), rises beyond it, and exceeds \(\varepsilon_b\) everywhere below \(\omega_0\). Hence \(\varepsilon_1\) is negative somewhere if and only if

\[
\boxed{\;\omega_p^2>\varepsilon_b\,\gamma(2\omega_0+\gamma)\;}
\]

At equality it touches zero at \(\omega_+\). The function left open by the dimensional argument is \(G(y)=y(2+y)\). In terms of density, the threshold is

\[
N_c=\frac{\varepsilon_b\varepsilon_0m\,\gamma(2\omega_0+\gamma)}{e^2}.
\]

A further form shows what competes with what. Without damping, \(\varepsilon_1=0\) requires \(\omega^2-\omega_0^2=\omega_p^2/\varepsilon_b\), which defines the frequency \(\omega_L\) by \(\omega_L^2=\omega_0^2+\omega_p^2/\varepsilon_b\). Dividing the threshold condition by \(\varepsilon_b\) and adding \(\omega_0^2\) to both sides gives \(\omega_L^2>(\omega_0+\gamma)^2\), or

\[
\omega_L-\omega_0>\gamma .
\]

The interval that would have negative \(\varepsilon_1\) without damping must be wider than the damping rate.

## Second derivation: a kick and a completed square

### The dielectric function from the impulse response

Now let the electrons be at rest until a field pulse \(E(t)=A\,\delta(t)\) arrives. It changes each velocity by \(-eA/m\) and leaves the position unchanged at that instant. Afterwards \(x(t)=-(eA/m)h(t)\), where \(h\) obeys the free equation with \(h(0)=0\) and \(\dot h(0)=1\). Let \(s_1,s_2\) be the roots of \(s^2+\gamma s+\omega_0^2=0\). For distinct roots,

\[
h(t)=\frac{e^{s_1t}-e^{s_2t}}{s_1-s_2},\qquad s_1+s_2=-\gamma,\qquad s_1s_2=\omega_0^2 .
\]

Both roots have negative real parts. If they are complex, each real part is \(-\gamma/2\); if they are real, their product is positive and their sum negative.

The polarization after the pulse is \(-Nex=\varepsilon_0\omega_p^2A\,h(t)\). An arbitrary field is a succession of pulses, and by linearity their effects add:

\[
P(t)=\varepsilon_0\omega_p^2\int_0^\infty h(\tau)E(t-\tau)\,d\tau .
\]

For a field \(E_0e^{-i\omega t}\), the delayed field contains the factor \(e^{i\omega\tau}\). Each exponential integrates to \(\int_0^\infty e^{(s+i\omega)\tau}d\tau=-1/(s+i\omega)\), so

\[
\chi=\frac{\omega_p^2}{s_1-s_2}\left[\frac1{s_2+i\omega}-\frac1{s_1+i\omega}\right]
=\frac{\omega_p^2}{(s_1+i\omega)(s_2+i\omega)} .
\]

The product in the denominator is \(s_1s_2+i\omega(s_1+s_2)-\omega^2=\omega_0^2-i\gamma\omega-\omega^2\), which reproduces the dielectric function above. At \(\gamma=2\omega_0\) the roots coincide at \(s=-\gamma/2\). Then \(h=te^{st}\), whose integral is \(1/(s+i\omega)^2\), and the same formula holds.

### The extrema without differentiation

Set \(v=\omega^2-\omega_0^2=-u\). For \(v\ne0\), dividing numerator and denominator of \(u/D\) by \(v\) gives

\[
\varepsilon_1=\varepsilon_b-\frac{\omega_p^2}{R(v)},\qquad
R(v)=v+\frac{\gamma^2\omega_0^2}{v}+\gamma^2 .
\]

Above resonance \(v>0\), and completing a square gives

\[
R=\left(\sqrt v-\frac{\gamma\omega_0}{\sqrt v}\right)^2+2\gamma\omega_0+\gamma^2
\;\ge\;\gamma(2\omega_0+\gamma).
\]

Equality holds at \(v=\gamma\omega_0\), which is \(\omega=\omega_+\). The smallest positive \(R\) gives the lowest \(\varepsilon_1\), so the position of the minimum, its value and the threshold all follow from one inequality.

Below resonance \(0<u\le\omega_0^2\), and

\[
\varepsilon_1=\varepsilon_b+\frac{\omega_p^2}{u+\gamma^2\omega_0^2/u-\gamma^2}.
\]

The denominator equals \(D/u\) and is positive. The same square shows that \(u+\gamma^2\omega_0^2/u\) is least at \(u=\gamma\omega_0\), which is the maximum at \(\omega_-\). This point corresponds to a positive frequency if \(\gamma\omega_0<\omega_0^2\), that is, if \(\gamma<\omega_0\).

### The window of negative permittivity

With \(S=\omega_p^2/\varepsilon_b\), the condition \(\varepsilon_1<0\) means \(v>0\) and \(R(v)<S\). Multiplying by \(v\) gives

\[
v^2-(S-\gamma^2)v+\gamma^2\omega_0^2<0 .
\]

This holds between the two roots

\[
v_{1,2}=\tfrac12\left[S-\gamma^2\mp\sqrt{(S-\gamma^2)^2-4\gamma^2\omega_0^2}\right],
\]

and the window is \(\omega_0^2+v_1<\omega^2<\omega_0^2+v_2\). Positive, distinct roots require \(S-\gamma^2>2\gamma\omega_0\), which is the threshold again.

The roots satisfy \(v_1>0\) and \(v_2=S-\gamma^2-v_1<S\). Damping therefore cuts the window at both ends compared with the undamped interval \(\omega_0<\omega<\omega_L\). As \(\gamma\to0\) at fixed \(S>0\), \(v_1\to0\) and \(v_2\to S\), and the full interval is recovered. In that limit any nonzero strength is enough.

Inside the window, the part of the displacement field in phase with \(E\) points against it. For a plane wave in a nonmagnetic medium, \(k^2=\varepsilon\omega^2/c^2\). Writing \(k=k_1+ik_2\), a negative \(\varepsilon_1\) means \(k_1^2-k_2^2<0\), so the decay constant \(k_2\) exceeds \(k_1\). The amplitude then falls by more than a factor \(e^{2\pi}\) over one wavelength \(2\pi/k_1\).

## A numerical case on both sides of the threshold

Take the round model parameters \(\hbar\omega_0=4\) eV, \(\hbar\gamma=0.5\) eV and \(\varepsilon_b=2\). The edges are

\[
\hbar\omega_-=\sqrt{4\times3.5}=3.742\ \text{eV},\qquad
\hbar\omega_+=\sqrt{4\times4.5}=4.243\ \text{eV}.
\]

The width is 0.501 eV, close to \(\hbar\gamma\). The threshold is

\[
(\hbar\omega_p)^2=2\times0.5\times(8+0.5)=8.50\ \text{eV}^2,
\]

or \(\hbar\omega_p=2.92\) eV. A density of \(1\times10^{28}\ \text{m}^{-3}\) corresponds to \((\hbar\omega_p)^2=13.788\ \text{eV}^2\), so \(N_c=(8.50/13.788)\times10^{28}=6.16\times10^{27}\ \text{m}^{-3}\).

For \(N=4\times10^{27}\ \text{m}^{-3}\), \((\hbar\omega_p)^2=5.515\ \text{eV}^2\). The minimum is \(2-5.515/4.25=0.70\), and \(\varepsilon_1\) stays positive, as long as the electrons are driven by the macroscopic field (see the last section). Correspondingly, \(\hbar\omega_L=4.33\) eV lies below \(\hbar(\omega_0+\gamma)=4.50\) eV.

For \(N=1\times10^{28}\ \text{m}^{-3}\), the minimum is \(2-13.788/4.25=-1.24\), and \(\hbar\omega_L=4.78\) eV exceeds 4.50 eV. With energies in eV, \(S=6.894\) and \(S-\gamma^2=6.644\), so

\[
v_{1,2}=\tfrac12\left[6.644\mp\sqrt{6.644^2-16}\right]=0.67,\ 5.97 .
\]

Adding 16 and taking square roots gives a negative window from 4.08 to 4.69 eV. It is 0.60 eV wide, against 0.78 eV for the undamped interval. The window extends beyond \(\omega_+\), so part of it lies where \(\varepsilon_1\) is already rising: negative permittivity and anomalous dispersion are different properties.

### The refractive index has different edges

The refractive index is \(n=\mathrm{Re}\sqrt\varepsilon\). When \(|\chi|\ll\varepsilon_b\), \(\sqrt\varepsilon\approx\sqrt{\varepsilon_b}+\chi/(2\sqrt{\varepsilon_b})\), and \(n\) has its extrema where \(\varepsilon_1\) does. For strong oscillators this fails. At the higher density \(n\) falls from 3.82 to 4.65 eV, whereas \(\varepsilon_1\) falls from 3.74 to 4.24 eV.

The direction of the shift can be derived from \(n^2=(|\varepsilon|+\varepsilon_1)/2\). At an extremum of \(\varepsilon_1\), only \(\varepsilon_2\) changes to first order, so \(n\) rises or falls with \(\varepsilon_2\). Now \(\varepsilon_2=\omega_p^2\gamma/q\) with \(q=v^2/\omega+\gamma^2\omega\), and

\[
\frac{dq}{d\omega}=4v-\frac{v^2}{\omega^2}+\gamma^2 .
\]

At \(\omega_+\), \(v=\gamma\omega_0\) and \(v^2/\omega^2=\gamma^2\omega_0/(\omega_0+\gamma)<\gamma^2\). So \(q\) rises, \(\varepsilon_2\) falls, and \(n\) is still falling. At \(\omega_-\), \(v=-\gamma\omega_0\), and \(-4\gamma\omega_0+\gamma^2<0\) because \(\gamma<\omega_0\). So \(\varepsilon_2\) rises and \(n\) is still rising. Neither turning point of \(n\) has been reached at the corresponding edge of \(\varepsilon_1\).

## What each derivation assumes

Both derivations use the same electron model: a linear restoring force, a damping rate independent of frequency, the macroscopic field as driving field, and a real constant background. They fail together if the amplitude is large enough for the force to become nonlinear, or if another resonance lies close enough for \(\varepsilon_b\) to vary across the region studied.

They differ in how they reach \(\varepsilon(\omega)\). The first assumes a field of one frequency that has acted long enough for transients to vanish. The second assumes an initial state of rest and the addition of responses to successive pulses. It gives the polarization for a field of any time dependence, and it shows explicitly that only earlier fields contribute.

They also differ in how they treat \(\varepsilon_1\). Differentiation can be applied to any smooth dielectric function, including a sum of several resonances, although the resulting equation may need numerical solution. The completed square relies on the single-oscillator form of \(R(v)\). In return, it establishes the lowest value directly and leads at once to the window.

The free-electron limit \(\omega_0\to0\) checks the result outside the bound case. There \(\varepsilon_1=\varepsilon_b-\omega_p^2/(\omega^2+\gamma^2)\), whose minimum is at \(\omega=0\) and which turns negative for \(\omega_p^2>\varepsilon_b\gamma^2\). The general formulas give the same limit for the position and value of the minimum: \(\omega_+\to0\) and \(\gamma(2\omega_0+\gamma)\to\gamma^2\). The limit is not uniform in \(\omega\): for any \(\omega_0>0\) the static value \(\varepsilon_1(0)=\varepsilon_b+\omega_p^2/\omega_0^2\) grows without bound as \(\omega_0\to0\), while the falling region shrinks towards \(\omega=0\).

The assumption about the driving field can be relaxed in one simple case. For \(\varepsilon_b=1\) and a local field \(E+P/(3\varepsilon_0)\), the amplitude equation becomes

\[
(\omega_0^2-\omega^2-i\gamma\omega)P_0=\varepsilon_0\omega_p^2E_0+\tfrac13\omega_p^2P_0 .
\]

Moving the last term to the left replaces \(\omega_0^2\) by \(\omega_0^2-\omega_p^2/3\), which must remain positive for the electrons to stay bound. With \(\hbar\omega_0=4\) eV and the higher density, the resonance moves to \(\sqrt{16-13.788/3}=3.38\) eV. All the formulas hold with the shifted resonance, but the edges now depend on \(N\). The opening argument excluded this by letting each electron respond to \(E\) alone.

At the densities of the numerical case this correction is not small. If the background also feels the Lorentz local field, appropriate to well-localized electrons in cubic or isotropic surroundings, then \((\varepsilon-1)/(\varepsilon+2)=(\varepsilon_b-1)/(\varepsilon_b+2)+\chi/3\), with \(\chi=\omega_p^2/(\omega_0^2-\omega^2-i\gamma\omega)\). Solving for \(\varepsilon\) returns the single-oscillator form with \(\omega_p^2\) multiplied by \((\varepsilon_b+2)^2/9\) and \(\omega_0^2\) lowered by \((\varepsilon_b+2)\omega_p^2/9\). For \(\varepsilon_b=2\) and \(N=4\times10^{27}\ \text{m}^{-3}\) the resonance moves to 3.68 eV and the minimum becomes \(2-9.805/3.931=-0.49\), so this case crosses the threshold, and the critical density falls from \(6.16\times10^{27}\) to about \(3.3\times10^{27}\ \text{m}^{-3}\). The threshold condition is therefore best read in terms of the observed resonance frequency and strength, not the bare electron density.

The numerical output below includes a direct time integration of the equation of motion. Its susceptibility agrees with the formula to within an absolute difference of \(10^{-9}\) at the three frequencies tried, both with and without the local field.

## Table of computed values

```
hbar*w0 = 4.000 eV, hbar*gamma = 0.500 eV, eps_b = 2.00
max error of chi, motion vs formula: 7.7e-10
max error of chi with local field:   7.4e-10
shifted resonance (eps_b=1, high N): 3.3770 eV
maximum of eps1 at hbar*w_minus = 3.7417 eV
minimum of eps1 at hbar*w_plus  = 4.2426 eV
width of falling region         = 0.50098 eV
width from small-damping series = 0.50098 eV
critical density                = 6.1646e+27 m^-3
critical (hbar*wp)^2            = 8.5000 eV^2
critical hbar*wp                = 2.9155 eV
critical static contribution    = 0.53125
low density N = 4.00e+27 m^-3
  (hbar*wp)^2 = 5.5154 eV^2
  hbar*wp = 2.3485 eV
  hbar*w_L = 4.3310 eV
  at 0: eps1 = 2.3447, eps2 = 0.0000
  at w_minus: eps1 = 3.4708, eps2 = 1.3758
  at w0: eps1 = 2.0000, eps2 = 2.7577
  at w_plus: eps1 = 0.7023, eps2 = 1.3765
  n falls from 3.7933 to 4.3706 eV
high density N = 1.00e+28 m^-3
  (hbar*wp)^2 = 13.7884 eV^2
  hbar*wp = 3.7133 eV
  hbar*w_L = 4.7848 eV
  at 0: eps1 = 2.8618, eps2 = 0.0000
  at w_minus: eps1 = 5.6769, eps2 = 3.4394
  at w0: eps1 = 2.0000, eps2 = 6.8942
  at w_plus: eps1 = -1.2443, eps2 = 3.4411
  n falls from 3.8173 to 4.6497 eV
w0 + gamma, to compare with w_L = 4.5000 eV
high N: eps1 < 0 from 4.0828 to 4.6877 eV
high N: width of negative window = 0.6049 eV
```
